# Offset and Amplitude-Mismatch Errors in Sine-Cosine Magnetic Angle Sensors

A magnetic angle sensor reads 57.71° when the true angle is 60°, an error of −2.29°. Half a turn later, at 240°, the same sensor reads 240.29°, an error of only +0.29°. Nothing in the circuit has changed between the two readings. Its two channels have fixed offsets of 2 mV and −1 mV and fixed amplitudes of 102 mV and 98 mV. The offsets and the mismatch both contribute to the error at 60°, where their contributions add. At 240° the offset contribution has changed sign, the mismatch contribution has not, and the two largely cancel. To first order, the part that changes sign is an error at the rotation frequency, and the part that repeats is an error at twice that frequency.

## The signals and the reading

The cosine and sine channels deliver

$$V_x=A_x\cos\theta+O_x,\qquad V_y=A_y\sin\theta+O_y .$$

Here $\theta$ is the signal angle, which advances by 360° in one signal period. For the moment one signal period equals one turn of the magnet. The amplitudes $A_x,A_y$ are positive, and amplitudes and offsets do not depend on $\theta$.

The electronics treat $(V_x,V_y)$ as a vector in a plane and report its direction, using the two-argument arctangent to select the right quadrant. The error $\varepsilon$ is the reading minus $\theta$, taken between −180° and 180°. Formulas give it in radians.

It helps to separate the common amplitude from the mismatch:

$$A=\frac{A_x+A_y}{2},\qquad \kappa=\frac{A_x-A_y}{A_x+A_y}.$$

Since $\kappa A=(A_x-A_y)/2$, adding it to $A$ gives $A_x$ and subtracting it gives $A_y$:

$$A_x=A(1+\kappa),\qquad A_y=A(1-\kappa).$$

In the example $A=100$ mV and $\kappa=4/200=0.02$. Note that $\kappa$ is half the relative difference between the channels: a 4% difference means $\kappa=0.02$.

## Only the sideways part of a fault turns the vector

Without faults the signal vector is $A\mathbf r$, with $\mathbf r=(\cos\theta,\sin\theta)$. Let a fault add a vector $\mathbf D$. Resolve it along $\mathbf r$ and along the perpendicular unit vector $\mathbf t=(-\sin\theta,\cos\theta)$, which points towards increasing angle:

$$\mathbf V=(A+\mathbf D\cdot\mathbf r)\,\mathbf r+(\mathbf D\cdot\mathbf t)\,\mathbf t .$$

The error is the angle between $\mathbf V$ and $\mathbf r$. As long as the radial part is positive,

$$\tan\varepsilon=\frac{\mathbf D\cdot\mathbf t}{A+\mathbf D\cdot\mathbf r}.$$

For $|\mathbf D|\ll A$ the tangent equals its angle and the denominator equals $A$, to first order. Hence

$$\varepsilon\approx\frac{\mathbf D\cdot\mathbf t}{A}.$$

The radial part changes the length of the vector, which the arctangent ignores at this order. The frequency of the error is therefore set by how $\mathbf D$ moves relative to the tangent.

**Offset.** The vector $\mathbf D=(O_x,O_y)$ stands still, so

$$\varepsilon_{\rm off}\approx\frac{O_y\cos\theta-O_x\sin\theta}{A}.$$

Write $O_x=O\cos\alpha$ and $O_y=O\sin\alpha$, where $O$ is the length of the offset vector and $\alpha$ its direction. The numerator becomes $O(\sin\alpha\cos\theta-\cos\alpha\sin\theta)$, so that

$$\varepsilon_{\rm off}\approx\frac{O}{A}\sin(\alpha-\theta).$$

The tangent turns once per signal period past a fixed vector. It is once aligned with the offset and once opposed to it, which makes one cycle of error.

**Mismatch.** Subtracting $A(\cos\theta,\sin\theta)$ from $(A_x\cos\theta,A_y\sin\theta)$ leaves

$$\mathbf D=\kappa A(\cos\theta,-\sin\theta).$$

This vector has constant length and points at angle $-\theta$: it turns backwards while the signal turns forwards. Its projection on the tangent is

$$\mathbf D\cdot\mathbf t=\kappa A(-\cos\theta\sin\theta-\sin\theta\cos\theta)=-\kappa A\sin2\theta,$$

and therefore

$$\varepsilon_{\rm mis}\approx-\kappa\sin2\theta .$$

The tangent points at $\theta+90^\circ$ and the disturbance at $-\theta$. The angle between them is $2\theta+90^\circ$, which runs through two full cycles per turn. A larger cosine amplitude pulls the vector towards the horizontal axis. On either axis the pull is purely radial and the error vanishes. Between the axes it lowers the reading in the first quadrant, raises it in the second, and repeats this in the third and fourth.

## Checking the two opening readings

At 60° the channels give $V_x=102\times0.5+2=53.00$ mV and $V_y=98\times0.8660-1=83.87$ mV, whose direction is 57.71°. The first-order parts are

$$\varepsilon_{\rm off}\approx-0.01\times0.5-0.02\times0.8660=-0.0223\ {\rm rad}=-1.279^\circ,$$

$$\varepsilon_{\rm mis}\approx-0.02\times0.8660=-0.0173\ {\rm rad}=-0.992^\circ .$$

They sum to −2.271°, against −2.290° from the arctangent. At 240° both $\cos\theta$ and $\sin\theta$ have reversed, while $\sin2\theta$ has not. The estimate is $1.279^\circ-0.992^\circ=0.287^\circ$, against 0.290°.

For mismatch alone, the half-turn rule does not depend on smallness. With zero offsets, replacing $\theta$ by $\theta+180^\circ$ reverses both voltages. The reading advances by 180°, just as the true angle does, and the error repeats. An error that repeats every half turn contains even harmonics only. Offsets break this symmetry because they do not reverse with the signal.

## What changes when the faults are not small

The complete harmonic content follows from writing the signal as a complex number. Let

$$o=\frac{O_x+iO_y}{A},\qquad u=e^{-i\theta}.$$

Using $A_x=A(1+\kappa)$ and $A_y=A(1-\kappa)$,

$$A_x\cos\theta+iA_y\sin\theta=A(\cos\theta+i\sin\theta)+\kappa A(\cos\theta-i\sin\theta)=Ae^{i\theta}+\kappa Ae^{-i\theta}.$$

Add the offset $Ao$ and divide by $Ae^{i\theta}$. The division removes the true angle, and what remains has the error as its phase:

$$\frac{V_x+iV_y}{Ae^{i\theta}}=1+ou+\kappa u^2,\qquad \varepsilon={\rm Im}\,\ln(1+ou+\kappa u^2).$$

Set $w=ou+\kappa u^2$. If $|o|+|\kappa|<1$, then $|w|<1$ at every angle and the series $\ln(1+w)=w-w^2/2+w^3/3-\dots$ converges. The powers needed are

$$w^2=o^2u^2+2o\kappa u^3+\kappa^2u^4,\qquad w^3=o^3u^3+\dots$$

Collecting equal powers of $u$ gives $\varepsilon={\rm Im}(c_1u+c_2u^2+c_3u^3+\dots)$ with

$$c_1=o,\qquad c_2=\kappa-\frac{o^2}{2},\qquad c_3=\frac{o^3}{3}-o\kappa .$$

The term $w^n$ starts at $u^n$, so nothing beyond $w$ itself can contribute to $c_1$. As long as $|o|+|\kappa|<1$, the first harmonic therefore has amplitude $|o|$ without any correction from mismatch. The second harmonic is not quite so clean, since offsets feed it at second order.

In the example $|o|=\sqrt{2^2+1^2}/100=0.02236$. The harmonic amplitudes below were computed from arctangent readings at 7200 equally spaced angles, by averaging the error against $e^{in\theta}$ and doubling the magnitude.

- First harmonic: 1.281°, which is 0.02236 rad.
- Second harmonic: 1.137°, slightly below the 1.146° that corresponds to $\kappa=0.02$.
- Third harmonic: 0.0255°, mainly the product of offset and mismatch.

Offsets without mismatch give a second harmonic of 0.014°, about a hundredth of their first.

The accuracy of the first-order formula can also be bounded. With $s=|o|+|\kappa|$, the omitted terms satisfy

$$|\ln(1+w)-w|\le\sum_{n\ge2}\frac{s^n}{n}\le\frac12\sum_{n\ge2}s^n=\frac{s^2}{2(1-s)}.$$

For $s=0.04236$ the bound is 0.054°. The largest difference found on the angular grid was 0.050°. Halving both faults reduced it by a factor of 3.96, close to the factor of four expected of a second-order remainder.

**Large mismatch.** With zero offset, $\ln(1+\kappa u^2)=\kappa u^2-\kappa^2u^4/2+\dots$. Amplitudes in the ratio 4:1 give $\kappa=0.6$, a second harmonic of 34.4° and a fourth of 10.3°, still with no first harmonic. Smallness is thus not what excludes the rotation frequency. It makes the higher even harmonics negligible beside the second, since the ratio of the fourth to the second is $\kappa/2$.

**Large offset.** With equal amplitudes the signal traces a circle of radius $A$ centred at the offset. If $|o|<1$, the circle encloses the origin and the reading advances by one turn per signal period. If $|o|>1$, the origin lies outside, and the reading swings back and forth without completing a turn. Following the reading continuously around the circle gave one turn for $|o|=0.8$ and none for $|o|=1.2$. In the second case the error is no longer a ripple on a correct angle, because the turn count itself is lost.

## Rotation frequency and signal frequency

The statement that offsets act at the rotation frequency presumes one signal period per turn. With a two-pole magnet, this holds for Hall angle sensors and for GMR and TMR sensors with a fixed reference layer. In an anisotropic magnetoresistance (AMR) sensor the resistance depends on the squared cosine of the angle between current and magnetization. Because $\cos^2\varphi=(1+\cos2\varphi)/2$, the signal repeats after half a turn.

With $p$ signal periods per turn, $\theta=p\varphi$, where $\varphi$ is the shaft angle. Offset errors then appear at $p$ times the rotation frequency and mismatch errors at $2p$ times. The shaft error is $\varepsilon/p$, because the electronics divide the signal angle by $p$.

At 3000 rpm the shaft turns at 50 Hz. Fourier transforms of the error over ten simulated turns, with each fault present alone, put the strongest component at these frequencies:

- One period per turn: 50 Hz for offsets, 100 Hz for mismatch.
- Two periods per turn: 100 Hz for offsets, 200 Hz for mismatch.

A 100 Hz ripple can therefore mean mismatch in a GMR sensor or offset in an AMR sensor.

## How large the errors are

For one signal period per turn, offsets alone give a peak error of 1.281° and mismatch alone 1.146°. These peaks equal $\arcsin|o|$ and $\arcsin|\kappa|$. The reason is geometric: with one fault, $1+ou$ or $1+\kappa u^2$ runs around a circle centred at 1, and the largest phase belongs to the line from the origin that touches this circle. The sine of that phase is the circle's radius.

Together the faults give a peak of 2.369°, less than the sum of 2.427°, because the two peaks fall at different angles. To first order the offset error is most negative near 63°, and the mismatch error at 45°.

For small faults, a useful scale is that 1% is 0.01 rad, or 0.57°. An offset vector of 1% of the amplitude costs that much. A 1% difference between the channel amplitudes costs half as much, since $\kappa$ is half the difference. To keep each contribution below 0.1°, or 0.00175 rad, with 100 mV signals, the offset vector must stay below 0.17 mV and the amplitudes must agree within 0.34%.

The ranking changes if speed is obtained by differentiating the reading. At constant shaft speed the indicated speed is the true speed multiplied by $1+d\varepsilon/d\theta$. Differentiation leaves the amplitude of $\sin(\alpha-\theta)$ unchanged but doubles that of $\sin2\theta$. To first order the ripple amplitudes are $|o|=2.2\%$ from offsets and $2\kappa=4.0\%$ from mismatch. At 3000 rpm these are 67 rpm and 120 rpm. Mismatch gives the smaller angle error here but the larger speed error.

## Other causes of the same harmonics

The harmonic number narrows the search for a fault but does not identify it. Each effect below was computed with the other faults set to zero.

**Channels not at right angles.** Let the sine channel be $A\sin(\theta+\delta)$. To first order the added vector is $(0,A\delta\cos\theta)$, and its tangential part gives

$$\varepsilon\approx\delta\cos^2\theta=\frac{\delta}{2}+\frac{\delta}{2}\cos2\theta .$$

A skew of 0.50° causes a constant error of 0.25° and a second harmonic of 0.25°. Its phase separates it from mismatch: mismatch gives $\sin2\theta$, skew gives $\cos2\theta$, with $\theta$ counted from the cosine-channel axis.

**Stray field.** A saturated GMR sensor follows the direction of the total field. A field $B_s$ that is fixed relative to the sensor adds to the magnet's rotating field $B$ as an offset adds to the signal, with $|o|$ replaced by $B_s/B$. For 0.5 mT on 30 mT the first harmonic is 0.955°. The extremes of the channel outputs nevertheless remain centred on zero, because the total field still passes through all directions and each output still swings between $-A$ and $A$. An offset correction taken from the extremes, as described below, therefore does not see this error. Other ways of estimating the offset do see it. For a stray field along the cosine axis, $\varepsilon\approx-(B_s/B)\sin\theta$ and $V_x=A\cos(\theta+\varepsilon)\approx A\cos\theta+A(B_s/B)\sin^2\theta$, whose average over a uniform turn is $AB_s/2B=0.83$ mV for $A=100$ mV. Subtracting this average removes half of the first harmonic. Subtracting $AB_s/B=1.67$ mV, the value a fit against a reference angle finds, cancels it to first order, but only as long as the stray field stays the same.

**Distorted channel signals.** Suppose the cosine channel contains $hA\cos3\theta$. An identical bridge turned by 90° then contains $hA\cos(3\theta-270^\circ)=-hA\sin3\theta$. The tangential part of this pair is $-hA(\cos3\theta\sin\theta+\sin3\theta\cos\theta)=-hA\sin4\theta$. A distortion of 0.3% gives a fourth harmonic of 0.17°, and does not disturb the first two.

## Correction and its limits

Turn the magnet through at least one full signal period and record the extremes of each channel. Since cosine and sine run between −1 and 1, the midpoint of the extremes is the offset and half their difference is the amplitude. Subtract the offset first, then divide by the amplitude. Applied to the noise-free example, the partial and full corrections give:

- Offsets removed: first harmonic zero, second 1.146°.
- Amplitudes equalized, offsets kept: first harmonic 1.2665°, second 0.014°.
- Both corrected: both harmonics zero to the four decimals computed.

For these small faults, each correction removes all or nearly all of its own harmonic and leaves the other almost untouched. The small second harmonic in the middle case is the $o^2/2$ term. The first harmonic there differs slightly from 1.281° because dividing the channels by 102 and 98 mV also rescales their offsets.

A correction made at one temperature need not hold at another. Assume that heating by 100 K lowers both amplitudes by 0.1% per kelvin of their initial value, and moves both offsets by 5 µV per kelvin. The mean amplitude falls to 90 mV and the offsets become 2.5 and −0.5 mV. Uncorrected, the first harmonic rises from 1.281° to 1.623°, while the second barely moves, to 1.125°, because a common loss of amplitude leaves $\kappa$ unchanged. If the original offsets had been subtracted before heating, 0.5 mV would remain in each channel. The first harmonic would then be $\sqrt{0.5^2+0.5^2}/90=0.0079$ rad, or 0.45°. If the amplitudes had also been equalized before heating, unequal temperature coefficients would make $\kappa$ nonzero again and bring back the second harmonic.

Thermal noise is a minor matter at this level. A 2 kΩ bridge at 300 K in a 10 kHz bandwidth produces $\sqrt{4k_BTR\,\Delta f}=0.576$ µV rms. Divided by 100 mV, this is 0.00033° rms. Low-frequency sensor noise, amplifier noise and converter resolution are not included.

The example uses round parameters meant to lie in the regime of GMR bridge sensors, with signals of roughly 100 mV and uncorrected faults of a few percent. They do not describe a particular product. Of the additional effects computed here, the stray field gives the largest error for the numbers used. Misalignment between the magnet, the sensor and the shaft axis is not included. The stray-field error of 0.955° combines with the offset error of 1.281° according to their relative phase. To first order their joint first harmonic can lie anywhere between 0.33° and 2.24°. When a saturated GMR sensor with one signal period per turn still shows a ripple at the rotation frequency after a fresh offset correction from the channel extremes, a stray field is therefore a cause to examine. A Hall sensor that measures field components behaves differently: a steady stray field shifts its channel outputs, and a fresh offset correction removes that shift.
